Does F12 accelerate the (T) correction in CCSD(T)-F12?

**Question**

I use CCSD(T)-F12 because its correlation energies in a triple-zeta basis compete with conventional ones in a much larger basis. I assumed that this holds for the whole energy, including the perturbative triples: the geminals improve the doubles, and (T) is computed from the doubles, so (T) should improve as well. A colleague says that my (T) is still an ordinary triple-zeta (T). Who is right, and can one see it in numbers for something simple such as neon?

**Answer**

Your colleague is right for the standard ansatz, in which geminals multiply pairs of occupied orbitals. Your argument contains a true premise, that (T) is built from the doubles. But (T) also needs a space of triple excitations, and better doubles do not enlarge it. To see what is missing, one has to look at which electron pairs the geminals describe.

**What the geminals do for the doubles**

I use atomic units and a closed-shell molecule with canonical Hartree-Fock orbitals: i, j, k, m are occupied, a, b, c, d virtual. When two electrons meet, the relevant part of the Hamiltonian is that of their relative motion, −∇² + 1/r with r = r12. Try a pair function rˡY(1 + cr), where Y is a spherical harmonic of order l. The function rˡY has zero Laplacian, and

−∇²(c rˡ⁺¹Y) = −c[(l+1)(l+2) − l(l+1)] rˡ⁻¹Y = −2c(l+1) rˡ⁻¹Y.

The repulsion contributes +rˡ⁻¹Y at the same order. The two must cancel, so

c = 1/[2(l+1)].

Singlet pairs start at l = 0 with c = 1/2, triplet pairs at l = 1 with c = 1/4. Products of smooth orbitals reproduce this linear term slowly, so F12 puts it in by hand through

f(r12) = −exp(−γ r12)/γ = −1/γ + r12 − …

The constant −1/γ only multiplies |ij⟩, which vanishes on projection onto virtual pairs. The linear term has slope 1.

Let S be the virtual space of the orbital basis. For pairs ab with at least one member outside S, the standard ansatz with fixed coefficients sets

t_ij^ab = x⟨ab|f|ij⟩ + y⟨ab|f|ji⟩.

Acting on |ij⟩ + |ji⟩ this gives the factor x + y, and on |ij⟩ − |ji⟩ the factor x − y. The cusp slopes require x + y = 1/2 and x − y = 1/4, hence x = 3/8 and y = 1/8.

Why is such a rigid guess good enough? Write v_ij^ab = ⟨ab|1/r12|ij⟩ and D = e_i + e_j − e_a − e_b, which is negative. The second-order energy is the minimum of

E2[t] = Σ (2t_ij^ab − t_ij^ba)(2v_ij^ab − D t_ij^ab).

To check this, insert t = v/D + δ. The terms linear in δ cancel, because D is unchanged when a and b are exchanged. What remains is

E2[t] = E(MP2) − Σ (2δ_ij^ab − δ_ij^ba) D δ_ij^ab.

The combination 2δ_ij^ab − δ_ij^ba multiplies the part of δ symmetric in ab by 1 and the antisymmetric part by 3, so the last term, with its minus sign and negative D, cannot be negative. The error is quadratic in δ, and E2 is an upper bound to the MP2 energy.

For CCSD I keep the same external amplitudes fixed, solve the equations inside S in their presence, and add Σ(2t_ij^ab − t_ij^ba)ρ_ij^ab over the external pairs to the projected energy. Here ρ is the residual of the external doubles equations. At lowest order ρ = v − Dt, and the expression reduces to E2. In CCSD it is no longer a bound.

**What (T) needs**

The connected triples driven by the doubles are t3 = W/D3, with D3 = e_i + e_j + e_k − e_a − e_b − e_c and

W_ijk^abc = P[ Σ_d (ia|bd) t_kj^cd − Σ_m (ia|jm) t_mk^bc ].

P sums over the six simultaneous permutations of the pairs (ai), (bj), (ck), and (ia|bd) is a Coulomb integral between the charge densities ia and bd. In the first term a double excitation has put electrons into c and d. The electron in d then collides with one in i, and the two leave in b and a. In the second term the collision moves an electron from j into the hole m, which gives the minus sign.

The energy follows by counting spins. In spin orbitals the fourth-order energy is 1/36 times the sum of the squared antisymmetrized W over D3. By antisymmetry, one factor can be replaced by six times its unpermuted term. The spin sum then gives 8 for the identity, 4 for each exchange of two virtual labels and 2 for each cyclic permutation, with signs +, −, +. Since (6/36)·(8, −4, 2) = (1/3)·(4, −2, 1),

E4 = (1/3) Σ W Θ(W)/D3,

Θ(W)^abc = 4W^abc + W^bca + W^cab − 2W^cba − 2W^acb − 2W^bac.

The full (T) replaces Θ(W) by Θ(W + V), where V = (ia|jb)t_k^c + (ia|kc)t_j^b + (jb|kc)t_i^a brings in the singles.

Now look at the collision in the first term. Its source is (1/r12)|id⟩, the repulsion acting on a pair with one occupied and one virtual orbital. Near coalescence the kinetic energy must cancel this singularity just as before, so the triples contain a short-range part r12|id⟩ with the same slopes, 1/2 and 1/4. The standard geminals supply r12|ij⟩, with both orbitals occupied. They contain no f|id⟩, and the triples have to build this cusp from a, b and c in S.

Two indirect effects do exist. The doubles inside S relax when geminals are present, and the external doubles can enter the sum over d. Both change W, but a, b and c stay in S. Whether these effects help is a question for numbers.

**Neon**

I froze the 1s orbital and first ran conventional calculations. In cc-pVDZ, cc-pVTZ and cc-pVQZ, (T) is −1.04, −4.25 and −5.54 mEh. The last step is 23% of the final (T), while for the CCSD correlation energy it is 9.6%. So (T) has a basis problem of its own. Not all of it concerns the cusp: these basis sets lack diffuse functions, and adding them to the triple-zeta basis already makes (T) clearly more negative.

To separate the causes I took the 50 virtual orbitals of cc-pVQZ as a finite reference space U. S keeps those with angular momentum up to 2 (27 orbitals) or 3 (41 orbitals). Because the atom is spherical, S consists of canonical orbitals, the Fock operator does not couple it to the rest, and single excitations out of s and p orbitals into the missing f and g functions vanish. The geminals, with γ = 1.5 per bohr, are expanded in the orbitals of U outside S.

All errors below are values in S minus values in U, in mEh. They are not errors relative to a complete basis, and the decrease from l ≤ 2 to l ≤ 3 is no asymptotic law.

Errors for l ≤ 2, then l ≤ 3:
- MP2: 40.5, then 9.12
- MP2-F12: 1.84, then 0.16
- CCSD: 41.3, then 8.96
- CCSD-F12: 2.81, then 0.31
- (T) from conventional doubles: 1.044, then 0.139
- (T) from relaxed F12 doubles: 1.085, then 0.153

For l ≤ 2 the geminals reduce the CCSD error by a factor 41.3/2.81 ≈ 15 at this γ (about 13 at γ = 1 and 7 at γ = 2). The (T) error does not fall. It rises slightly, to 1.085 mEh or 2.85 kJ/mol.

Its weight in the total changes a great deal. Conventionally, (T) makes up 1.04/(41.3 + 1.04) ≈ 2.5% of the CCSD(T) error. With F12 it makes up 1.085/(2.81 + 1.085) ≈ 28%.

**Is it really the triples space?**

This can be tested by improving one ingredient at a time. For l ≤ 2, with a, b and c still confined to S:
- letting the F12 doubles enter through every d in U gives an error of 1.147 mEh;
- using the exact CCSD amplitudes of U, doubles and singles, gives 1.165 mEh.

Even perfect doubles leave the whole problem in place. Since the last calculation and the reference use the same amplitudes, its 1.165 mEh comes entirely from the missing triples. The conventional error is smaller through a partial cancellation:

1.044 = 1.165 − 0.122 (to rounding).

The second number is the net effect of the imperfect amplitudes. The conventional doubles make (T) in S more negative than the exact ones do, by about 0.16 mEh, while the conventional singles make it less negative by about 0.04 mEh. Improving the doubles removes this compensation, and the error grows.

Now do the opposite: keep the F12 doubles and let a, b and c run over all of U. The error drops to 0.048 mEh, less than 5% of the conventional one. With the conventional doubles the same opening already lowers it to 0.23 mEh, so most of the gain comes from the space, and the F12 doubles remove most of the remainder. For l ≤ 3 the pattern is the same: 0.179 mEh with exact doubles and triples in S, −0.007 mEh with F12 doubles and triples in U. The F12 doubles are good enough for (T); what is missing is somewhere for the triples to go.

**Would other geminals help?**

If the missing triples come from collisions of |id⟩ pairs, geminals acting on |id⟩ should recover much of the loss. Take the conventional doubles for l ≤ 2 and consider the triples with at least one of a, b, c outside S. Their fourth-order energy is −0.810 mEh. As a trial amplitude use

g = P[ Σ_d K(ia,bd) t_kj^cd ],

K(ia,bd) = (3/8)(ia|f|bd) + (1/8)(ib|f|ad),

which is the first term of W with the Coulomb interaction replaced by the geminal. The doubles lie in S, so c does too, and the geminal must supply the external orbital.

The energy of t3 = ζg can be found from

E[t3] = (1/3) Σ [2 t3 Θ(W) − t3 D3 Θ(t3)].

With t3 = W/D3 + δ the linear terms cancel again, leaving E4 − (1/3)Σ δ D3 Θ(δ). The form (1/3)Σ δΘ(δ) is a spin-summed square, so it is not negative, while D3 is negative. Hence E[t3] is an upper bound to E4. Writing N = (1/3)Σ gΘ(W) and M = (1/3)Σ g D3 Θ(g),

E = 2ζN − ζ²M, with its minimum N²/M at ζ = N/M.

The best coefficient is ζ = 0.715 and recovers 87% of the external energy. The cusp value ζ = 1 recovers 73%. Adding the hole term with the same replacement raises these figures to 91% and 80%. The recovery at ζ = 1 depends strongly on γ: without the hole term it is 83% at γ = 2 and negative at γ = 1. The percentages also do not single out the cusp. With only f and g shells outside S, the smooth factor erf(2r12)/r12, which has no linear term, also recovers 87% with its best coefficient. What they show is the role of the virtual-occupied pairs. The cusp condition fixes only the slope at r12 = 0, so it does not require the best ζ for a finite set of external orbitals to equal 1.

So in this example, at γ = 1.5, geminals acting on virtual-occupied pairs recover most of the fourth-order energy that the conventional doubles drive into the missing triples. The percentages refer to that 0.810 mEh: 87% of it is 0.70 mEh, about two thirds of the 1.044 mEh error of the conventional (T). This is where the statement about standard F12 ceases to apply.

**What about scaled triples?**

Another way to obtain a larger (T) is to multiply it by E(MP2-F12)/E(MP2). For l ≤ 2, the MP2 energy of −293.6 mEh in U gives

MP2 in S: −293.573 + 40.515 = −253.058 mEh

MP2-F12: −293.573 + 1.836 = −291.737 mEh

ratio: 291.7/253.1 ≈ 1.153.

The conventional (T) in S is −5.538 + 1.044 = −4.494 mEh. Scaling makes it −5.18 mEh and leaves an error of 0.36 mEh. For l ≤ 3 the scaled value overshoots, with an error of −0.03 mEh.

This is a useful estimate here, but the factor contains information about pairs alone. It assumes that the triples lack the same fraction as MP2 does. For l ≤ 2 they lack 1.044/5.538 ≈ 19%, against 40.5/293.6 ≈ 14% for MP2.

For your own calculations, check first whether the printed (T) is scaled. If it is not, judge its convergence by enlarging the orbital basis, separately from that of CCSD-F12. The argument about |ij⟩ and |id⟩ does not depend on the atom, but the sizes above are those of neon in this reference space. The numerical check below gives the main values for γ = 1.5.

Calculated quantities

```
Neon, frozen core; 1 mEh = 0.001 hartree
Geminal exponent: 1.50 1/bohr
Virtual orbitals in U: 50
cc-pvdz: CCSD corr -189.017, (T) -1.044 mEh
cc-pvtz: CCSD corr -266.347, (T) -4.245 mEh
cc-pvqz: CCSD corr -294.682, (T) -5.538 mEh
TZ to QZ change, share of QZ CCSD: 9.6 %
TZ to QZ change, share of QZ (T): 23.3 %
MP2 correlation in U: -293.573 mEh
--- S: l <= 2, 27 virtual orbitals; errors ---
MP2: 40.515 mEh
MP2-F12: 1.836 mEh
CCSD: 41.292 mEh
CCSD-F12: 2.812 mEh
(T), conventional doubles: 1.0437 mEh
(T), relaxed F12 doubles: 1.0847 mEh
(T), coupled F12 doubles: 1.1474 mEh
(T), exact U doubles: 1.1654 mEh
(T), F12 doubles, triples in U: 0.0484 mEh
(T) scaled by MP2-F12/MP2: 0.3567 mEh
(T), relaxed F12 doubles: 2.848 kJ/mol
--- S: l <= 3, 41 virtual orbitals; errors ---
MP2: 9.119 mEh
MP2-F12: 0.164 mEh
CCSD: 8.964 mEh
CCSD-F12: 0.308 mEh
(T), conventional doubles: 0.1392 mEh
(T), relaxed F12 doubles: 0.1530 mEh
(T), coupled F12 doubles: 0.1742 mEh
(T), exact U doubles: 0.1785 mEh
(T), F12 doubles, triples in U: -0.0065 mEh
(T) scaled by MP2-F12/MP2: -0.0308 mEh
(T), relaxed F12 doubles: 0.402 kJ/mol
--- Triples outside S (l <= 2), fourth-order energy ---
Exact for the given doubles: -0.8099 mEh
Geminal particle: best coefficient: 0.715 (no unit)
Geminal particle: recovered, best: 86.9 %
Geminal particle: recovered, unit: 73.2 %
Geminal both: best coefficient: 0.749 (no unit)
Geminal both: recovered, best: 90.5 %
Geminal both: recovered, unit: 80.4 %
```
